**Saturated growth per cycle from two dose times**

For irreversible one-site Langmuir adsorption, growths per cycle g1 at dose time t and g2 at dose time 2t give the saturated growth G = g1²/(2 g1 − g2), provided that g1 < g2 < 2 g1. For 0.080 and 0.096 nm the output shows G = 0.100 nm, and for t = 20 ms an adsorption time constant of 12.43 ms. The program asserts this result against a numerically integrated rate equation with root finding, and against random molecular hits on a lattice of one million sites. It also asserts that a law needing two free sites fits the same data with a plateau of 0.120 nm. Further assertions compare the linear error propagation with random sampling, the gas flux with a quadrature over the Maxwell distribution, and the incomplete plasma step with explicitly repeated cycles. The remaining output sizes valve delay, parasitic growth, slow sites, precursor depletion and desorption for assumed strengths of each effect.

## Numerical check

```python
"""
Result under test: irreversible Langmuir adsorption with growth per cycle
g1 at dose time t and g2 at dose time 2t has the saturated growth per cycle
    G = g1**2 / (2*g1 - g2),   with g1 < g2 < 2*g1.
Symbols: theta = occupied fraction of sites, tau = adsorption time constant,
x = exp(-t/tau) = fraction of sites still free after dose time t,
u = t/tau, n = dose length in multiples of t.
Example: aluminium oxide from trimethylaluminium and an oxygen plasma.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq

g1, g2 = 0.080, 0.096          # nm per cycle
t_ms = 20.0                    # first dose time, ms
rng = np.random.default_rng(7)


def saturated_growth(a, b):
    return a**2 / (2*a - b)


def integrate_coverage(rate, end):
    """Coverage from d(theta)/ds = rate(theta), starting from bare sites."""
    sol = solve_ivp(lambda s, y: rate(y), (0.0, end), [0.0],
                    method="DOP853", rtol=1e-10, atol=1e-12)
    assert sol.success
    return sol.y[0, -1]


def refit(model, a=g1, b=g2):
    """Find u and the growth scale so that scale*model(u, n) fits a and b."""
    u = brentq(lambda v: model(v, 2)/model(v, 1) - b/a, 0.5, 5.0)
    return a/model(u, 1), u


# Closed-form inference
G = saturated_growth(g1, g2)
x = g2/g1 - 1
tau_ms = t_ms/np.log(g1/(g2 - g1))
dose99_ms = tau_ms*np.log(100)


# Rate equation integrated numerically, unknowns found by root search
def langmuir(u, n):
    return integrate_coverage(lambda y: 1 - y, n*u)


G_ode, u_ode = refit(langmuir)
assert abs(G_ode - G) < 1e-7
assert abs(t_ms/u_ode - tau_ms) < 1e-5
assert abs(G*langmuir(u_ode, dose99_ms/t_ms) - 0.99*G) < 1e-7
for u_try in (0.05, 0.5, 2.0, 5.0):
    assert 1 < langmuir(u_try, 2)/langmuir(u_try, 1) < 2

# Random hits on a lattice: a hit adsorbs only if its site is free
sites = 1_000_000
lattice = []
for n in (1, 2):
    hits = rng.poisson(sites*n*t_ms/tau_ms)
    lattice.append(np.unique(rng.integers(0, sites, hits)).size/sites)
G_lattice = saturated_growth(*lattice)   # must be one full layer
assert abs(lattice[0] - g1/G) < 0.003    # statistical noise below 0.001
assert abs(lattice[1] - g2/G) < 0.003
assert abs(G_lattice - 1) < 0.005

# Sum of the geometric increments
increment_sum = sum(g1*x**j for j in range(40))
assert abs(increment_sum - G) < 1e-12


# Alternative law: adsorption needs two free sites (mean field)
def two_site(u, n):
    return integrate_coverage(lambda y: (1 - y)**2, n*u)


G_two, u_two = refit(two_site)
assert abs(G_two - g1*g2/(2*g1 - g2)) < 1e-7
third_langmuir = G_ode*langmuir(u_ode, 3)
third_two = G_two*two_site(u_two, 3)
assert abs(third_langmuir - G*(1 - x**3)) < 1e-7

# Measurement error: linear propagation against random sampling
sigma = 0.001
denominator = 2*g1 - g2
slope1 = 2*g1*(g1 - g2)/denominator**2
slope2 = g1**2/denominator**2
sigma_G = sigma*np.hypot(slope1, slope2)
samples = saturated_growth(g1 + sigma*rng.standard_normal(200_000),
                           g2 + sigma*rng.standard_normal(200_000))
# Linear propagation omits curvature, an effect of about one per cent
assert abs(samples.std()/sigma_G - 1) < 0.03

# Molecular flux and sticking probability
T = 473.15                               # K
p_mTorr = 30.0
density = 3.0                            # g/cm3
C, H, Al, O = 12.011, 1.008, 26.982, 15.999
mass = (Al + 3*C + 9*H)*const.atomic_mass
p = p_mTorr*1e-3*const.torr
kT = const.k*T
flux = p/np.sqrt(2*np.pi*mass*kT)        # 1/(m2 s)
speed = np.sqrt(kT/mass)
mean_inward = quad(lambda w: w*np.exp(-w*w/2)/np.sqrt(2*np.pi), 0, 12)[0]
assert abs(p/kT*speed*mean_inward/flux - 1) < 1e-8
al_per_cm3 = 2*density/(2*Al + 3*O)*const.N_A
al_per_cm2 = al_per_cm3*G*1e-7
sticking = al_per_cm2*1e4/(flux*tau_ms*1e-3)
assert 0 < sticking < 1

# Neglected effects, each refitted to the same two data
delay_ms = 2.0
G_delay, _ = refit(lambda u, n: 1 - np.exp(-u*(n - delay_ms/t_ms)))

parasitic = 0.002                        # nm per cycle at the first dose
G_parasitic, _ = refit(langmuir, g1 - parasitic, g2 - 2*parasitic)

slow_share, slow_factor = 0.10, 10.0
G_slow, _ = refit(lambda u, n: (1 - slow_share)*(1 - np.exp(-n*u))
                  + slow_share*(1 - np.exp(-n*u/slow_factor)))

restored = 0.90                          # occupied sites reset by the plasma


def incomplete_plasma(u, n):
    blocked = 0.0
    for _ in range(60):
        covered = 1 - (1 - blocked)*np.exp(-n*u)
        blocked = (1 - restored)*covered
    return covered                       # growth relative to its plateau


G_plasma, u_plasma = refit(incomplete_plasma)
free = np.exp(-u_plasma)
steady = (1 - free)/(1 - (1 - restored)*free)
assert abs(incomplete_plasma(u_plasma, 1) - steady) < 1e-12

volume_L, area_cm2 = 5.0, 2000.0         # reactor gas volume, coated area
molecules = p*volume_L*1e-3/kT
used = al_per_cm2*area_cm2/molecules     # share used by a full layer
assert used < 1
G_depletion, _ = refit(lambda u, n: integrate_coverage(
    lambda y: (1 - y)*(1 - used*y), n*u))

k_des, purge_s = 0.01, 5.0               # 1/s, s
k_des_t = k_des*t_ms*1e-3
keep = np.exp(-k_des*purge_s)
capacity, u_des = refit(lambda u, n: keep*integrate_coverage(
    lambda y: 1 - y - k_des_t/u*y, n*u))
plateau_des = capacity*keep/(1 + k_des_t/u_des)
assert abs(plateau_des - G) < 1e-7       # formula gives plateau, not capacity

print(f"Growth per cycle at t and 2t: {g1:.3f}, {g2:.3f} nm")
print(f"Growth ratio g2/g1: {g2/g1:.3f}")
print(f"Free fraction x after first dose: {x:.3f}")
print(f"Saturated growth per cycle G: {G:.4f} nm")
print(f"G from integrated rate equation: {G_ode:.4f} nm")
print(f"Coverages at t and 2t: {g1/G:.3f}, {g2/G:.3f}")
print(f"Lattice coverages at t and 2t: {lattice[0]:.4f}, {lattice[1]:.4f}")
print(f"Lattice inferred full layer: {G_lattice:.4f} (ideal 1)")
print("First four increments: "
      + ", ".join(f"{g1*x**j:.5f}" for j in range(4)) + " nm")
print(f"First dose time t: {t_ms:.1f} ms")
print(f"Time constant tau: {tau_ms:.2f} ms")
print(f"Dose for 99 % saturation: {dose99_ms:.1f} ms")
print(f"Two-site law, saturated growth: {G_two:.4f} nm")
print(f"Two-site law, k*t: {u_two:.3f}")
print(f"Growth at 3t, Langmuir: {third_langmuir:.4f} nm")
print(f"Growth at 3t, two-site law: {third_two:.4f} nm")
print(f"Slopes dG/dg1, dG/dg2: {slope1:.4f}, {slope2:.4f}")
print(f"Assumed error of each growth value: {sigma:.4f} nm")
print(f"Error of G, linear: {sigma_G:.5f} nm")
print(f"Error of G, sampled: {samples.std():.5f} nm")
print(f"Temperature: {T:.2f} K")
print(f"Precursor pressure: {p_mTorr:.1f} mTorr")
print(f"Film density: {density:.1f} g/cm3")
print(f"Precursor molar mass: {Al + 3*C + 9*H:.3f} g/mol")
print(f"Aluminium density in film: {al_per_cm3:.3e} 1/cm3")
print(f"Aluminium per saturated cycle: {al_per_cm2:.3e} 1/cm2")
print(f"Precursor flux: {flux*1e-4:.3e} 1/(cm2 s)")
print(f"Initial sticking probability: {sticking:.5f}")
print(f"Valve delay: {delay_ms:.1f} ms; refitted G: {G_delay:.4f} nm")
print(f"Parasitic growth at t, 2t: {parasitic:.3f}, {2*parasitic:.3f} nm")
print(f"Refitted G of saturating part: {G_parasitic:.4f} nm")
print(f"Slow sites: share {slow_share:.2f}, slower by {slow_factor:.0f}")
print(f"Refitted G with slow sites: {G_slow:.4f} nm")
print(f"Fraction restored by plasma: {restored:.2f}")
print(f"Refitted plateau, incomplete plasma: {G_plasma:.4f} nm")
print(f"Gas volume: {volume_L:.1f} L; coated area: {area_cm2:.0f} cm2")
print(f"Precursor share used by full layer: {used:.3f}")
print(f"Refitted G with depletion: {G_depletion:.4f} nm")
print(f"Desorption rate: {k_des:.3f} 1/s; purge: {purge_s:.1f} s")
print(f"Fraction kept through purge: {keep:.4f}")
print(f"Full site capacity with desorption: {capacity:.4f} nm")
print(f"Dose-curve plateau with desorption: {plateau_des:.4f} nm")
print("success")
```

Running it gives:

```
Growth per cycle at t and 2t: 0.080, 0.096 nm
Growth ratio g2/g1: 1.200
Free fraction x after first dose: 0.200
Saturated growth per cycle G: 0.1000 nm
G from integrated rate equation: 0.1000 nm
Coverages at t and 2t: 0.800, 0.960
Lattice coverages at t and 2t: 0.8005, 0.9599
Lattice inferred full layer: 0.9995 (ideal 1)
First four increments: 0.08000, 0.01600, 0.00320, 0.00064 nm
First dose time t: 20.0 ms
Time constant tau: 12.43 ms
Dose for 99 % saturation: 57.2 ms
Two-site law, saturated growth: 0.1200 nm
Two-site law, k*t: 2.000
Growth at 3t, Langmuir: 0.0992 nm
Growth at 3t, two-site law: 0.1029 nm
Slopes dG/dg1, dG/dg2: -0.6250, 1.5625
Assumed error of each growth value: 0.0010 nm
Error of G, linear: 0.00168 nm
Error of G, sampled: 0.00169 nm
Temperature: 473.15 K
Precursor pressure: 30.0 mTorr
Film density: 3.0 g/cm3
Precursor molar mass: 72.087 g/mol
Aluminium density in film: 3.544e+22 1/cm3
Aluminium per saturated cycle: 3.544e+14 1/cm2
Precursor flux: 5.706e+18 1/(cm2 s)
Initial sticking probability: 0.00500
Valve delay: 2.0 ms; refitted G: 0.0991 nm
Parasitic growth at t, 2t: 0.002, 0.004 nm
Refitted G of saturating part: 0.0951 nm
Slow sites: share 0.10, slower by 10
Refitted G with slow sites: 0.1070 nm
Fraction restored by plasma: 0.90
Refitted plateau, incomplete plasma: 0.1004 nm
Gas volume: 5.0 L; coated area: 2000 cm2
Precursor share used by full layer: 0.232
Refitted G with depletion: 0.1012 nm
Desorption rate: 0.010 1/s; purge: 5.0 s
Fraction kept through purge: 0.9512
Full site capacity with desorption: 0.1051 nm
Dose-curve plateau with desorption: 0.1000 nm
success
```
